How Hafnium-Oxygen Bond Length Changes p-d Hopping and Level Repulsion

QUESTION

I am working through exercises on the electronic structure of hafnium oxide, the ferroelectric in some memory capacitors, and I am stuck on this one:

"Using Harrison's inverse seven-halves power law, show that shortening a hafnium-oxygen bond by 2 percent raises the p-d hopping by about 7 percent, and the second-order level repulsion by about 15 percent at fixed level separation."

The first number seems easy: 3.5 times 2 percent is 7 percent. For the second I don't see why the repulsion should grow faster than the hopping that causes it. If I am simply meant to double the 7, I get 14, not 15.

I also don't know how seriously to take the result. Is second order good enough for a real Hf-O bond? And in a ferroelectric, an ion that moves towards one neighbour moves away from another. Does the 15 percent survive that?

ANSWER

The repulsion goes as the square of the hopping, and a 2 percent change is large enough for the quadratic term of the expansion to show. That gives the 15. The result belongs to one bond, with weak hopping and a fixed level separation, and each of those conditions matters in hafnia.

1. The hopping

Let d be the bond length. Harrison's law for the hopping between an oxygen 2p orbital and a hafnium 5d orbital is

V = η (ħ²/m) r_d^(3/2) / d^(7/2).

Here m is the electron mass, r_d is a length describing the size of the metal d state, and η is a number set by the symmetry of the bond. In a sigma bond both orbitals have zero angular momentum about the bond axis; in a pi bond both have one unit. The law is the premise of the exercise, so I take it as given. Its units are right: ħ²/m is an energy times a length squared, and r_d^(3/2)/d^(7/2) is one over a length squared.

Now shorten the bond from d to d(1 − x), with x = 0.02. Keep the orbitals, and their orientation relative to the bond, unchanged. Then η, ħ²/m and r_d cancel in the ratio:

V'/V = [d / (d(1 − x))]^(7/2) = (1 − x)^(−7/2).

The binomial series for a negative power is

(1 − x)^(−n) = 1 + nx + n(n + 1)x²/2 + ...

With n = 7/2 the quadratic coefficient is (7/2)(9/2)/2 = 63/8, so

V'/V = 1 + 7x/2 + 63x²/8 + ...
     = 1 + 0.0700 + 0.0032 + ...
     = 1.0733.

The hopping rises by 7.3 percent. Your estimate is the linear term, and here it is nearly enough.

2. Why the repulsion goes as the square

Put the p level at energy 0 and the d level at Δ > 0. Treat the two orbitals as orthogonal. The Hamiltonian is the matrix

| 0   V |
| V   Δ |

and its eigenvalues E satisfy

E(E − Δ) − V² = 0.

The solutions are

E = (Δ ± R)/2, with R = √(Δ² + 4V²).

The upper level has moved up from Δ by

s = (Δ + R)/2 − Δ = (R − Δ)/2.

The lower level has moved from 0 to (Δ − R)/2 = −s. Each level is therefore pushed by s, and their separation grows by 2s. I use "repulsion" for the push s on one level; using 2s instead would give the same percentage rise.

For weak hopping, define u = V²/Δ², so that R = Δ√(1 + 4u). Since

√(1 + 4u) = 1 + 2u − 2u² + ...,

we find

s = (Δ/2)(2u − 2u² + ...)
  = V²/Δ − V⁴/Δ³ + ...

The first term is the second-order repulsion. It contains V twice for a simple reason. To first order, the hopping mixes an amount of order V/Δ of one orbital into the other, and the energy gained or lost is that admixture times V again. A first-order shift would need a diagonal matrix element of the hopping, and there is none. The sign of V drops out too.

3. Where 15 comes from

With Δ fixed, the second-order push changes by

s'/s = (V'/V)² = (1 − x)^(−7).

The same binomial series with n = 7 gives

s'/s = 1 + 7x + 28x² + ...
     = 1 + 0.1400 + 0.0112 + ...
     = 1.152,

where the last line includes the small higher terms. The rise is 15.2 percent.

You can also see what doubling 7 percent leaves out. Squaring the series for the hopping gives

(1 + 7x/2 + 63x²/8)² = 1 + 7x + (49/4 + 63/4)x² + ...

The 49/4 is the square of the linear term, and the 63/4 is twice the quadratic coefficient, 63/8, of the hopping series. Together they make 28, which adds 1.1 percentage points to your 14.

This is the rise of the push, not of the band gap or of the whole level separation.

4. Numbers for a hafnia-like bond

Take round parameters of roughly the right size: d = 0.21 nm, r_d = 0.14 nm and Δ = 6 eV. Harrison's coefficients are η = −2.95 for sigma and 1.36 for pi, and ħ²/m = 0.0762 eV nm². For the sigma bond,

V = −2.95 × 0.0762 × 0.14^(3/2) / 0.21^(7/2) = −2.78 eV.

For the pi bond the same expression with η = 1.36 gives V = 1.28 eV. At the shortened length, 0.2058 nm, the hoppings are −2.98 eV and 1.37 eV.

The pi bond has |V|/Δ = 0.21. Its second-order push is

1.279²/6 = 0.273 eV,

and it becomes 0.314 eV after shortening. The full two-level formula gives 0.261 eV before and 0.299 eV after, a rise of 14.5 percent. The 15 percent rule works well here.

The sigma bond has |V|/Δ = 0.46. Its second-order push is

2.775²/6 = 1.28 eV.

The full formula gives

R = √(6² + 4 × 2.775²) = 8.17 eV,
s = (8.17 − 6)/2 = 1.09 eV.

Second order therefore overestimates this push by about 18 percent, relative to the full two-level value. After shortening, the full push is 1.23 eV, a rise of 13 percent. The expansion in u converges for 4u < 1, that is for |V| < Δ/2, so the sigma bond is close to the edge of its range.

5. How the rule weakens at strong hopping

The drop from 15 to 13 percent can be derived. Hold Δ fixed and differentiate R² = Δ² + 4V², taking V as positive:

2R dR = 8V dV, so dR/dV = 4V/R and ds/dV = 2V/R.

The relative change of s per relative change of V is then

d ln s / d ln V = (V/s)(2V/R) = 2V²/(Rs).

To simplify this, use 4V² = R² − Δ² = (R − Δ)(R + Δ) and s = (R − Δ)/2:

2V²/(Rs) = [(R − Δ)(R + Δ)/2] / [R(R − Δ)/2] = 1 + Δ/R.

Harrison's law gives d ln V / d ln d = −7/2. Near a given length, the push therefore behaves as one over d to the power

p = (7/2)(1 + Δ/R).

When |V| is much smaller than Δ, R approaches Δ and p approaches 7: the square law. When |V| is much larger than Δ, Δ/R goes to zero and p approaches 7/2. In that limit s approaches |V|, so the push grows in step with the hopping, as you first expected. The idea was not absurd; it belongs to nearly degenerate levels.

For our numbers p is 6.7 for the pi bond and 6.1 for the sigma bond. Multiplying by 2 percent gives 13.4 and 12.1 percent. With p held constant, the quadratic term p(p + 1)x²/2 adds 1.0 and 0.9 percentage points, which brings the rises close to the 14.5 and 13 percent of the full formula.

6. One bond shorter, the opposite bond longer

Your worry about the ferroelectric is justified. Consider a hafnium ion midway between two oxygens on a line, with hoppings V₁ and V₂ from its d orbital to the two p orbitals. Suppose both p levels lie at 0 and don't couple to each other directly.

The d orbital then couples to just one combination of the p orbitals, the one with amplitudes proportional to V₁ and V₂. Normalizing it gives the coupling

(V₁² + V₂²)/√(V₁² + V₂²) = √(V₁² + V₂²).

The orthogonal combination doesn't couple to the d orbital and stays at 0. This is again a two-level problem, and the second-order push on the d level is

s = (V₁² + V₂²)/Δ.

The signs of V₁ and V₂ are opposite here because of the p lobes, but the squares remove them. Now shift the metal ion so that one bond shortens by the fraction x and the other lengthens by x. Relative to the centred position,

s'/s = [(1 − x)^(−7) + (1 + x)^(−7)]/2
     = [(1 + 7x + 28x²) + (1 − 7x + 28x²)]/2 + ...
     = 1 + 28x² + ...

The cubic terms cancel as well, like all odd powers. For x = 0.02 the push rises by 1.1 percent, not 15. The gain on the near side is almost paid back on the far side, and what remains comes from the curvature of the d^(−7) law. It is the same whichever way the ion moves, as the mirror symmetry of the centred position requires.

So the 15 percent describes the contribution of one bond. In second order, the total push on the d level rises by the same 15 percent if all the bonds that contribute shorten by 2 percent, with Δ still fixed. But weak hopping is then a stricter condition, because the squared hoppings add: here √(V₁² + V₂²) must be much smaller than Δ. For two sigma bonds with the numbers of section 4, that root is already 3.9 eV, against Δ = 6 eV. This exceeds Δ/2, so the expansion no longer converges and the full two-level formula must be used; for the off-centre shift above it gives a rise of 0.9 percent in place of 1.1.

7. What if the level separation moves?

"At fixed level separation" is a strong assumption, and one whose effect is hard to size. The ions are charged, so changing their distance also changes the energies of the orbitals. For a rough size, put a charge of +2e on Hf and −e on O, and count just this pair, with no screening. Let k = e²/(4πε₀) = 1.44 eV nm.

An electron on Hf is repelled by the negative oxygen and has the extra energy +k/d. An electron on O is attracted by the positive hafnium and has the extra energy −2k/d. The pair contributes

k/d − (−2k/d) = 3k/d

to Δ. Shortening the bond therefore widens the separation by

δ = 3k(1/0.2058 − 1/0.21) = 0.42 eV.

If the initial 6 eV already includes the pair term at the original length, the new separation is 6.42 eV. The second-order push then changes by the factor

1.152 × 6/6.42 = 1.077.

The rise is now 7.7 percent: about half of it has gone. The full two-level formula gives 7.6 percent for both the sigma and the pi bond.

That the two bonds now agree, although their fixed-Δ rises were 13 and 14.5 percent, has a definite origin. At fixed V, ∂R/∂Δ = Δ/R, so

∂s/∂Δ = (Δ/R − 1)/2 = −s/R.

Adding this to the result of section 5 gives, to first order in the changes,

δs/s = (7x/2)(1 + Δ/R) − δ/R
     = 7x/2 + (Δ/R)(7x/2 − δ/Δ).

For our numbers 7x/2 = 0.07 and δ/Δ = 0.42/6 = 0.07. The last bracket vanishes, and with it the dependence on how strong the hopping is. This is a coincidence of the chosen parameters, not a law.

The 0.42 eV is an estimate of size, not a bound or a prediction. Electronic screening would reduce the pair term: dividing it by 4.5, roughly the electronic dielectric constant of hafnia, gives δ = 0.09 eV and a second-order rise of 13.4 percent. The other ions add terms that depend on how they move: if a whole fluorite lattice with the same unscreened charges contracts uniformly, the factor 3 becomes 5.04, δ is 0.71 eV and the rise is 3.1 percent. What the estimate does show is that a shift of Δ by a few tenths of an eV can cancel a large part of the rise that the hopping law gives.

8. Two smaller questions: the exponent and the temperature

How much hangs on the power 7/2? Another way to estimate the hopping is to match the tail of the d state to a p wave on the neighbouring atom. At zero kinetic energy the tail obeys Laplace's equation and falls as 1/r³, times its angular factor. Its p-wave part around a point at distance d is set by its gradient there. Along the axis of a sigma bond,

d(1/z³)/dz at z = d is −3/d⁴.

This gives V proportional to d^(−4). With that power a 2 percent shortening raises the hopping by 8.4 percent and the second-order push by 17.5 percent. The choice between these two laws moves the answer by about two percentage points. That is the gap between two model laws, not an error bar: the local exponent of a real Hf-O hopping is not computed here, need not lie between 7/2 and 4, and can differ between sigma and pi bonds.

Atoms also vibrate. Let the bond length fluctuate by a small fraction ε with zero mean. Averaging the series for V² gives

⟨(1 + ε)^(−7)⟩ = 1 + 28⟨ε²⟩ + ...

For a rough rms fluctuation of 0.006 nm near 300 K, ⟨ε²⟩ = (0.006/0.21)² = 0.00082, and the mean of V² is raised by 2.3 percent. But this happens at both bond lengths. Averaging V² numerically over a Gaussian spread of the same width at each length gives a rise of 15.3 percent on shortening, against 15.2 without motion. At this order and at fixed Δ, vibration hardly changes the answer.

9. How this relates to real hafnia

The parameters are in the right region: Hf-O bonds in hafnia are roughly 0.2 nm long, and the band gap is roughly 5 to 6 eV. But Δ is the separation before the orbitals mix, and it need not equal the gap. In the two-level model the sigma pair ends up R = 8.2 eV apart, while in the solid each level broadens into a band, so 6 eV should be read as a scale and not as a fit. In the polar phase used in memory capacitors, each hafnium has several oxygen neighbours at unequal distances, and the bonds are not arranged in neat opposed pairs. The cancellation of section 6 then need not hold in the same form, and how much of the rise remains depends on the actual structure. In the estimates above, the assumption that one bond can be taken alone matters most: for two opposed bonds the 15 percent falls to about 1 with the levels held fixed, and to about 0.5 if the unscreened charges of section 7 also shift the three levels. The effect of letting Δ move is less certain: the rise is about 8 percent for one unscreened pair, and anywhere from about 3 to 13 percent depending on screening and on how the other ions move. Strong hopping lowers the rise only to 13 percent for a single sigma bond, but it counts for more when several bonds share one d orbital.

For the exercise itself, the answer to write down is

V'/V = 0.98^(−7/2) = 1.073,
s'/s = 0.98^(−7) = 1.152,

with the conditions beside the second line: one bond, fixed Δ, and |V| much smaller than Δ.
